\section*{The Rate-Window Peak Condition in Deep-Level Transient Spectroscopy, part 2}

In deep-level transient spectroscopy (DLTS), the signal $S=C(t_2)-C(t_1)$ is the difference of two capacitance readings, with times counted from the end of the filling pulse and $r=t_2/t_1$. An electron trap at energy $E_T$, a depth $E$ below the conduction-band edge, emits at the rate $e(T)=\sigma\Gamma T^2\exp(-E/kT)$. Here $\sigma$ is the capture cross-section and $\Gamma=vN_c/T^2$, with thermal speed $v$ and effective density of states $N_c$. The Fermi level is $E_F$.

For $a=N_T/N_D\ll1$ (trap over donor density), the ideal signal is $S=\Delta C_0\,g(e)$, with $g(e)=\exp(-et_1)-\exp(-et_2)$ and $\Delta C_0=aC_\infty/2$, where $C_\infty$ is the capacitance with all traps empty. At fixed $\Delta C_0$ it peaks, with $g=g_*$, at
\begin{equation}
e_*=\frac{\ln(t_2/t_1)}{t_2-t_1}.
\label{eq:peak}
\end{equation}
With $X_i=\exp(-e_*t_i)$,
\begin{equation}
g''(e_*)=t_1^2X_1-t_2^2X_2=-t_1X_1(t_2-t_1).
\label{eq:second}
\end{equation}
An amplitude slope $\alpha=d\ln\Delta C_0/d\ln e$ shifts the peak by $\delta u=\delta\ln e$, with $\kappa=e_*^2t_1t_2$:
\begin{equation}
\delta u=\frac{\alpha}{\kappa},\qquad
e(T_{\rm peak})\simeq e_*\exp\!\left(\frac{\alpha}{\kappa}\right).
\label{eq:shift}
\end{equation}
For trapped-electron density $n$, depletion width $W$, permittivity $\varepsilon$ and distance $x$ from the contact, the band bending is
\begin{equation}
V=\frac{q}{\varepsilon}\int_0^W x\,(N_D-n)\,dx
=\frac{q(N_D-n)W^2}{2\varepsilon}.
\label{eq:poisson}
\end{equation}

The example is an n-type silicon Schottky diode: $N_D=10^{15}$~cm$^{-3}$, $N_T=10^{13}$~cm$^{-3}$, area 1~mm$^2$, reverse bias 5~V, barrier 0.80~eV. Its acceptor-like trap (negative when occupied, neutral when empty) has $E=0.44$~eV and $\sigma=4\times10^{-15}$~cm$^2$. The transverse mass is $0.19\,m_0$ and $\Gamma=7.21\times10^{21}$~cm$^{-2}$\,s$^{-1}$\,K$^{-2}$. For $t_1=1$~ms and $t_2=10$~ms, $e_*=255.8$~s$^{-1}$, $e_*t_2=2.558$, $X_1=0.774$, $g_*=0.697$ and $\kappa=0.655$. The ideal peak lies at 227.1~K, where
\begin{equation}
\frac{d\ln e}{dT}=\frac{2+22.48}{227.1\ {\rm K}}=0.108\ {\rm K}^{-1}.
\label{eq:sens}
\end{equation}
There the Fermi level is 0.193~eV below the band edge, the built-in voltage is 0.607~V, $V=5.607$~V, $W=2.69\ \mu$m, $C_\infty=38.5$~pF and the ideal peak signal is 0.134~pF.

\subsection{Traps that are not very dilute}

The capacitance follows a square root, $C=C_\infty\sqrt{1-a\exp(-et)}$, and is exponential only to first order in $a$. The next term of $\sqrt{1-z}=1-z/2-z^2/8-\dots$ gives
\begin{equation}
\frac{S}{C_\infty}\simeq\frac a2\left[g(e)+\frac a4\,g(2e)\right],
\end{equation}
because squaring $\exp(-et)$ doubles the rate. Differentiating the bracket gives the condition $g'(e)+(a/2)\,g'(2e)=0$, where the prime denotes the derivative with respect to the argument. To first order in $a$, $g'(e)\simeq g''(e_*)\,\delta e$, hence
\begin{equation}
\delta e=-\frac a2\,\frac{g'(2e_*)}{g''(e_*)}.
\end{equation}
With $X_1=\exp(-e_*t_1)$, $X_2=\exp(-e_*t_2)$ and $t_2X_2=t_1X_1$, the numerator is
\begin{equation}
g'(2e_*)=-t_1X_1^2+t_2X_2^2
=-t_1X_1^2\,\frac{t_2-t_1}{t_2}.
\end{equation}
The denominator is $-t_1X_1(t_2-t_1)$ from equation~\eqref{eq:second}. Their ratio is $X_1/t_2$, and so
\begin{equation}
\delta e=-\frac{a}{2t_2}\exp(-e_*t_1).
\label{eq:rootshift}
\end{equation}
For $a=0.01$ the relative shift is $-0.01\times0.774/(2\times2.558)=-0.15\%$. Direct maximization of the square-root signal also gives $-0.15\%$, and for $a=0.1$ it gives $-1.6\%$. The formula applies to a layer in which all the traps take part.

\subsection{Parts of the layer that do not contribute}

In a real depletion layer some of the traps stay silent. Near the edge of the layer the bands are bent too little to lift the trap level above the Fermi level, and the traps there stay filled. In the neutral material the Fermi level lies $E_F-E_T=0.44-0.193=0.247$~eV above the trap level. The charge density in the edge region is $q(N_D-N_T)$, so the bending at a distance $\lambda$ inside the edge is $q^2(N_D-N_T)\lambda^2/2\varepsilon$ as an energy. Equating the two gives
\begin{equation}
\lambda=\sqrt{\frac{2\varepsilon(E_F-E_T)}{q^2(N_D-N_T)}}=0.57\ \mu{\rm m}.
\end{equation}
Near the contact the situation is reversed. During a filling pulse to zero bias, a depletion layer of width $W_0$ remains, and traps closer to the contact than $x_1=W_0-\lambda=0.32\ \mu$m are never filled. Both boundaries are treated as sharp. This neglects the gradual fall of the electron density $n_c$ at the edge of the layer, where traps still capture electrons and their occupation relaxes at the rate $e+\sigma v n_c$ instead of $e$. The size of the signal is little affected, but the small peak displacement found below belongs to the sharp-boundary model only.

Let $f=\exp(-et)$ be the occupation in the active region $x_1<x<x_2$, with $x_2=W-\lambda$. The voltage integral of equation~\eqref{eq:poisson} now has three parts:
\begin{equation}
\frac{2\varepsilon V}{q}=N_DW^2-N_Tf\,(x_2^2-x_1^2)-N_T(W^2-x_2^2).
\label{eq:full}
\end{equation}
Inserting $x_2=W-\lambda$ and collecting powers of $W$ gives a quadratic equation,
\begin{align}
0={}&(N_D-N_Tf)W^2-2N_T(1-f)\lambda W\nonumber\\
&+N_T(1-f)\lambda^2+N_Tfx_1^2-\frac{2\varepsilon V}{q},
\end{align}
whose positive root is the width. The zero-bias width $W_0$ follows from the same equation with $f=0$ and $V$ equal to the built-in voltage.

The size of the signal can be read off to first order in $N_T$. Going from $f=0$ to $f=1$ at fixed $V$ changes the width by $\delta W$, with $2N_DW\,\delta W=N_T(x_2^2-x_1^2)$. Since $\delta C/C=-\delta W/W$, the step is reduced from its ideal value by the factor
\begin{equation}
\frac{x_2^2-x_1^2}{W^2}
=\frac{2.125^2-0.322^2}{2.693^2}=0.61.
\label{eq:fraction}
\end{equation}
The solution of the quadratic equation gives a peak signal of 0.082~pF instead of 0.134~pF. Read with the ideal formula $N_T=2N_DS/(C_\infty g_*)$, it yields $6.1\times10^{12}$~cm$^{-3}$, which is 39\% below the density put in. Dividing by the factor in equation~\eqref{eq:fraction} restores $1.0\times10^{13}$~cm$^{-3}$.

The peak position changes far less. As the temperature rises, the Fermi level moves away from the band edge at the rate $k[\ln(N_c/N_D)+\tfrac32]=0.98$~meV\,K$^{-1}$. This lowers $E_F-E_T$ and shrinks $\lambda$ by 1.1~nm\,K$^{-1}$. At fixed $W$ and $W_0$ both boundaries of the active region move outward by this amount, and $x_2^2-x_1^2$ grows by $2(x_2-x_1)$ times it, or 0.09\% per kelvin. The model as a whole gives an amplitude slope of 0.105\% per kelvin. The remainder comes from the built-in voltage, the other quantity in this model through which temperature acts on the amplitude. Equation~\eqref{eq:shift} then predicts
\begin{equation}
\delta\ln e=\frac{0.00105\ {\rm K}^{-1}}{0.108\ {\rm K}^{-1}}\times\frac{1}{0.655}=0.015.
\end{equation}
Maximizing the signal of this model with the trap density lowered to $10^{-4}N_D$, so that the square-root correction is negligible, also gives 0.015. In temperature this is $0.015/0.108=0.14$~K.

With the actual density $a=0.01$, the peak moves from 227.10 to 227.22~K, slightly less than predicted. The difference of about $-0.02$~K comes from the nonlinear dependence of the capacitance on the trapped charge: if the capacitance is made linear in the occupation $f$, the peak lies at 227.24~K. Equation~\eqref{eq:rootshift}, derived for a layer without silent regions, gives the same sign and a similar size, $-0.01$~K.

\subsection{The Arrhenius plot}

Dividing the emission rate by $T^2$ and taking the logarithm at the peak gives
\begin{equation}
\ln\frac{e_*}{T_{\rm peak}^2}=\ln(\sigma\Gamma)-\frac{E}{k}\,\frac1{T_{\rm peak}}.
\end{equation}
Repeating the scan with different sampling times supplies the points of a straight line. Four windows with $r=10$ give the following peak temperatures, with the silent regions left out (ideal) and included (full).

\begin{center}
\begin{tabular}{cccc}
$t_1$ (ms) & $e_*$ (s$^{-1}$) & ideal (K) & full (K)\\
0.2 & 1279.2 & 243.03 & 243.20\\
1 & 255.8 & 227.10 & 227.22\\
5 & 51.2 & 213.06 & 213.15\\
20 & 12.8 & 202.24 & 202.31
\end{tabular}
\end{center}

The arithmetic can be followed with the two outer points of the last column. Their rates differ by a factor of 100, so
\begin{equation}
E=k\,\frac{\ln100-2\ln(243.20/202.31)}{1/202.31-1/243.20}\ {\rm K}
=0.439\ {\rm eV}.
\end{equation}
A straight-line fit to all four points also gives 0.439~eV, with a cross-section of $3.8\times10^{-15}$~cm$^2$. The ideal temperatures return the input values, 0.440~eV and $4.0\times10^{-15}$~cm$^2$. In the sharp-boundary model the silent regions thus lower the energy by 0.6~meV and the cross-section by about 5\%. The energy falls because the displacement of the peak is larger at the hot end, 0.17~K against 0.07~K. This stretches the points along the $1/T$ axis and reduces the slope. The cross-section comes from the intercept at $1/T=0$, far outside the data, and so is more sensitive than the energy. These small changes should not be used to correct measured data. The faster relaxation in the electron tail moves the peak to lower temperature by a comparable amount, which can cancel the displacement or reverse its sign.

\subsection{The electric field}

The largest field, at the contact, is $qN_DW/\varepsilon=0.042$~MV\,cm$^{-1}$. This is 14\% of a rough breakdown field of 0.3~MV\,cm$^{-1}$. A field can speed up emission well before breakdown, however, in a way that depends on the charge left behind.

An acceptor-like trap becomes neutral on emission. The electron can then take an energy $\eta$ less than $E$ from the lattice and tunnel through the remaining triangular barrier. The thermal factor gains $\eta/kT$ in the exponent. For an effective mass $m$ and field $F$, the semiclassical tunnelling factor costs
\begin{equation}
\frac2\hbar\int_0^{\eta/qF}\!\sqrt{2m(\eta-qFx)}\,dx
=\frac{4\sqrt{2m}\,\eta^{3/2}}{3\hbar qF}.
\end{equation}
The net exponent is largest where its derivative with respect to $\eta$ vanishes, $1/kT=2\sqrt{2m\eta}/(\hbar qF)$. At this point the cost equals $\tfrac23\eta/kT$, which leaves a gain of $\tfrac13\eta/kT$. Inserting $\eta=(\hbar qF)^2/[8m(kT)^2]$,
\begin{equation}
\delta\ln e=\frac{(\hbar qF)^2}{24\,m\,(kT)^3}.
\end{equation}
With the transverse mass and the largest field, this is 0.04, which would lower the peak temperature by about 0.4~K. Because the exponent is far below one, however, no single tunnelling energy dominates, and this value is not an upper bound. If the semiclassical contributions of all tunnelling energies are added to the thermal rate, the emission at the largest field nearly doubles, which would lower the peak by several kelvin. The size of the effect thus depends on the emission model.

A donor-like trap leaves a positive charge, which attracts the departing electron. Along the field its potential energy is $-q^2/(4\pi\varepsilon\varrho)-qF\varrho$ at distance $\varrho$. The derivative vanishes at $\varrho^2=q/(4\pi\varepsilon F)$, where both terms are equal, so the barrier is lowered by
\begin{equation}
\Delta E=2qF\varrho=q\sqrt{\frac{qF}{\pi\varepsilon}}.
\end{equation}
This Poole--Frenkel lowering is 45~meV at the largest field. A trap that felt it in full would peak about 20~K lower. Since the field falls towards the edge of the layer, the rate would also vary with depth. The transient would then be a sum of many exponentials, and no single rate could be assigned to its peak. For such a trap, equation~\eqref{eq:peak} does not give the zero-field rate at this bias. For an acceptor-like trap the effect of the field is expected to be weaker, but the estimates above do not show that it is negligible. Scans at several reverse biases should therefore be compared.

\subsection{The model and a real diode}

The vacancy--phosphorus centre is an acceptor-like trap found in irradiated phosphorus-doped silicon, and the energy used here lies in its range. At the peak temperature, with a donor depth of 45~meV, about 0.1\% of the donors are frozen out. The ratio $N_D/N_c=5\times10^{-5}$ justifies the Maxwellian band. Capture in the neutral material takes 13~ns, so a filling pulse of a microsecond is ample there, though filling is slower in the thin tail of electrons at the edge of the layer. At $x_1=W_0-\lambda$ the capture rate equals $e$, so this boundary, and with it the factor in equation~\eqref{eq:fraction}, assumes a pulse of milliseconds or longer; a pulse of a microsecond fills less of the layer and lowers the signal by about 5\%. In irradiated silicon the assumption of a single level can fail, because a signal of the divacancy can overlap this one. For two equal amplitudes whose rates differ by a modest factor $p$, the peak marks, to leading order in $\ln p$, the temperature at which the geometric mean of the two rates equals $e_*$. Each component is then misplaced by $\tfrac12\ln p$ in $\ln e$. For $p=1.5$ this is 0.20, or 1.9~K by equation~\eqref{eq:sens}, which is more than ten times the displacement caused by the silent regions. A comparison of peak shapes for several values of $r$ can reveal an overlap if the rates differ enough, since a single exponential must follow $g(e)$ for each of them. For $p=1.5$, with the peaks aligned and scaled to equal height, the largest change of shape is about 3\% of the peak height for $r=2$ and between 1\% and 2\% for $r=10$ and $r=100$. An overlap this close can be missed in noisy data.

The numerical output below lists the inputs and results at higher resolution.

\section*{Computed results}
\begin{verbatim}
Input times t1, t2: 1, 10 ms
Input trap energy: 0.44 eV
Input cross-section: 4.0e-15 cm2
Input donor, trap density: 1.0e+15, 1.0e+13 cm^-3
Input area, reverse bias: 1.0 mm2, 5.0 V
Input Schottky barrier: 0.80 eV
Input relative permittivity: 11.7
Input masses long., transv.: 0.98, 0.19 m0
Density-of-states, speed mass: 1.084, 0.260 m0
v*N_c/T^2: 7.210e+21 cm^-2 s^-1 K^-2
Largest relative error of peak formula: 1.7e-07
ln(t2/t1): 2.3026
Peak emission rate e*: 255.84 s^-1
Peak time constant 1/e*: 3.909 ms
e*t1, e*t2: 0.2558, 2.5584
Peak height g*: 0.6968
Curvature kappa: 0.6546
Peak temperature, ideal: 227.10 K
d ln e/dT at peak: 0.1078 K^-1
Emission rate at 300 K: 1.053e+05 s^-1
Built-in voltage at peak: 0.607 V
Depletion width: 2.693 um
C_inf: 38.47 pF
Ideal step dC0: 0.1924 pF
Ideal peak signal: 0.1340 pF
Root-law shift of e, a=0.01: -0.152 %
Root-law shift, first-order formula: -0.151 %
Root-law shift of e, a=0.1: -1.58 %
Edge layer, unfilled layer: 0.568, 0.322 um
Amplitude slope d ln dC0/dT: 0.1051 %/K
Amplitude shift of ln e, found: 0.01488
Amplitude shift of ln e, formula: 0.01489
Peak temperature, full model: 227.22 K
Peak signal, full model: 0.0819 pF
Apparent trap density: 6.118e+12 cm^-3
Window t1=0.2 ms, t2=2 ms: e*=1279.21 s^-1, T ideal=243.03 K, full=243.20 K
Window t1=1.0 ms, t2=10 ms: e*=255.84 s^-1, T ideal=227.10 K, full=227.22 K
Window t1=5.0 ms, t2=50 ms: e*=51.17 s^-1, T ideal=213.06 K, full=213.15 K
Window t1=20.0 ms, t2=200 ms: e*=12.79 s^-1, T ideal=202.24 K, full=202.31 K
Arrhenius energy ideal, full: 0.4400, 0.4394 eV
Arrhenius cross-section ideal: 4.000e-15 cm2
Arrhenius cross-section full: 3.819e-15 cm2
Largest field: 0.0416 MV/cm
Rough breakdown field (input): 0.3 MV/cm
Field / breakdown field: 0.139
Tunnelling gain in ln e: 0.0387
Tunnelling shift of peak: -0.36 K
Poole-Frenkel lowering if donor-like: 45.3 meV
Poole-Frenkel shift if donor-like: -21.5 K
Donor depth (input): 45 meV
Frozen-out donor fraction: 0.107 %
Band filling N_D/N_c: 5.36e-05
Capture time in pulse: 12.7 ns
\end{verbatim}
